# Hypervirial Theorem in Hartree–Fock Theory and Its Virial and Force Consequences: verification in Python

```python
# Result under test: for a Hartree-Fock determinant Phi and a one-electron W,
#   <Phi|[H,W]|Phi> = 0  if W and its adjoint map the basis span into itself.
# For any determinant, <[H,W]> = Tr rho [F,W], F = Fock operator in full space.
# Consequences (g_k = <dV/dR_k>, R_k = position of charge k, atomic units):
#   dilation 2T+V+sum R_k.g_k, translation sum g_k, rotation sum R_k x g_k.
# T = kinetic energy, V = potential energy, rho = one-electron density matrix.
from itertools import permutations
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from pyscf import gto, scf

EV = physical_constants["Hartree energy in eV"][0]


def slope(f, x, h):
    """Five-point numerical derivative."""
    return (f(x - 2*h) - 8*f(x - h) + 8*f(x + h) - f(x + 2*h)) / (12*h)


# ---------- Part 1: three same-spin electrons on a ring ----------
A_COS, B_SIN, U_PAIR, N_EL = 1.0, 0.7, 0.5, 3
k_values = np.arange(-3, 4)
M = len(k_values)
x = 2*np.pi*np.arange(64)/64
dx = x[1] - x[0]
waves = np.exp(1j*np.outer(x, k_values))/np.sqrt(2*np.pi)


def matrix_of(values):
    return waves.conj().T @ (values[:, None]*waves)*dx


cos_m, sin_m = matrix_of(np.cos(x)), matrix_of(np.sin(x))
h_ring = np.diag(k_values**2/2) + matrix_of(A_COS*np.cos(x)
                                            + B_SIN*np.sin(2*x))


def fock(rho):
    F = h_ring.astype(complex)
    for a in (cos_m, sin_m):
        F = F + U_PAIR*(np.trace(rho @ a)*a - a @ rho @ a)
    return F


def ring_scf(span):
    """Hartree-Fock within the orthonormal columns of span."""
    rho = np.zeros((M, M), complex)
    for _ in range(2000):
        c = span @ np.linalg.eigh(span.conj().T @ fock(rho) @ span)[1]
        occ = c[:, :N_EL]
        new = occ @ occ.conj().T
        change = np.abs(new - rho).max()
        rho = 0.5*rho + 0.5*new
        if change < 1e-12:
            break
    assert change < 1e-11
    return occ


def bare_gap(span):
    """Gap above the third level when the electrons do not interact."""
    levels = np.linalg.eigvalsh(span.conj().T @ h_ring @ span)
    return levels[N_EL] - levels[N_EL - 1]


def kron3(a, b, c):
    return np.kron(np.kron(a, b), c)


one = np.eye(M)


def one_body(a):
    return kron3(a, one, one) + kron3(one, a, one) + kron3(one, one, a)


H = one_body(h_ring)
for a in (cos_m, sin_m):
    H = H + U_PAIR*(kron3(a, a, one) + kron3(a, one, a) + kron3(one, a, a))


def determinant(occ):
    phi = np.zeros(M**3, complex)
    for p in permutations(range(3)):
        sign = np.linalg.det(np.eye(3)[list(p)])
        phi += sign*kron3(occ[:, p[0]], occ[:, p[1]], occ[:, p[2]])
    return phi/np.sqrt(6)


def mean_commutator(occ, w):
    phi, W = determinant(occ), one_body(w)
    return np.vdot(phi, H @ (W @ phi)) - np.vdot(phi, W @ (H @ phi))


def trace_formula(occ, w):
    rho = occ @ occ.conj().T
    F = fock(rho)
    return np.trace(rho @ (F @ w - w @ F))


rng = np.random.default_rng(4)
R = rng.normal(size=(M, M)) + 1j*rng.normal(size=(M, M))
closed_span = np.eye(M)[:, 1:6]
P = closed_span @ closed_span.T
Pout = one - P
occ_hf = ring_scf(closed_span)
w_closed = P @ R @ P + Pout @ R @ Pout
w_onesided = w_closed + P @ R @ Pout
occ_random = np.linalg.qr(rng.normal(size=(M, 3))
                          + 1j*rng.normal(size=(M, 3)))[0]
c_closed = mean_commutator(occ_hf, w_closed)
c_onesided = mean_commutator(occ_hf, w_onesided)
c_random = mean_commutator(occ_random, w_closed)
assert abs(c_closed) < 1e-8
assert np.abs(Pout @ w_onesided @ P).max() < 1e-14
assert abs(c_onesided) > 1e-3 and abs(c_random) > 1e-2
for occ, w, value in ((occ_hf, w_onesided, c_onesided),
                      (occ_random, w_closed, c_random)):
    assert abs(trace_formula(occ, w) - value) < 1e-9


def ring_forces(occ):
    density = (np.abs(waves @ occ)**2).sum(axis=1)
    return (dx*np.sum(density*A_COS*np.sin(x)),
            -dx*np.sum(density*2*B_SIN*np.cos(2*x)))


f_cos, f_sin = ring_forces(occ_hf)
# Basis 1, cos x, sin x, cos 2x: the derivative of cos 2x is missing.
no_sin2x = np.zeros((M, 4))
no_sin2x[3, 0] = no_sin2x[2, 1] = no_sin2x[4, 2] = 1
no_sin2x[[1, 5], 3] = np.sqrt(0.5)
# Basis 1, cos x, cos 2x, sin 2x: used only to show its small level gap.
no_sinx = np.zeros((M, 4))
no_sinx[3, 0] = no_sinx[1, 1] = no_sinx[5, 2] = 1
no_sinx[[2, 4], 3] = np.sqrt(0.5)
f_unclosed = sum(ring_forces(ring_scf(no_sin2x)))
assert abs(f_cos) > 1e-3 and abs(f_cos + f_sin) < 1e-8
assert abs(f_unclosed) > 1e-3

print("RING: 3 same-spin electrons, circumference 2 pi bohr")
print(f"cos x potential amplitude      {A_COS:.2f} hartree")
print(f"sin 2x potential amplitude     {B_SIN:.2f} hartree")
print(f"pair cosine amplitude          {U_PAIR:.2f} hartree")
print(f"full space: k from {k_values[0]} to {k_values[-1]} (1/bohr);"
      f" HF basis: k from {k_values[1]} to {k_values[5]}")
print(f"|<[H,W]>| W and adjoint closed {abs(c_closed):.1e} hartree")
print(f"|<[H,W]>| only W closed        {abs(c_onesided):.4f} hartree")
print(f"|<[H,W]>| non-HF determinant   {abs(c_random):.4f} hartree")
print(f"force from cos x potential     {f_cos:.6f} hartree/bohr")
print(f"force from sin 2x potential    {f_sin:.6f} hartree/bohr")
print(f"|total force|, closed basis    {abs(f_cos+f_sin):.1e} hartree/bohr")
print(f"total force, no sin 2x         {f_unclosed:.6f} hartree/bohr")
print(f"noninteracting gap, no sin 2x  {bare_gap(no_sin2x):.4f} hartree")
print(f"noninteracting gap, no sin x   {bare_gap(no_sinx):.4f} hartree")

# ---------- Part 2: atoms in Gaussian bases ----------
NUCLEUS = [(6.0, np.zeros(3))]
EXTERNAL = [(1.0, np.array([3.0, 0.0, 0.0])),
            (0.5, np.array([1.0, 3.0, 0.0]))]


def atom_hf(basis, sources, ion=0, spin=2, scale=1.0, centre=(0., 0., 0.)):
    """SCF with basis at centre and point charges at fixed positions."""
    shells = [[s[0]] + [[row[0]*scale**2] + list(row[1:]) for row in s[1:]]
              for s in basis]
    mol = gto.M(atom=[["C", tuple(centre)]], unit="Bohr",
                basis={"C": shells}, charge=ion, spin=spin, verbose=0)
    kinetic = mol.intor("int1e_kin")
    hcore = kinetic.copy()
    for charge, position in sources:
        with mol.with_rinv_origin(position):
            hcore -= charge*mol.intor("int1e_rinv")
    mf = scf.UHF(mol) if spin else scf.RHF(mol)
    mf.get_hcore = lambda *args: hcore
    # The energy error is of second order in the orbital gradient.
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-7, 150
    energy = mf.kernel()
    assert mf.converged
    dm = np.asarray(mf.make_rdm1())
    dm = dm.sum(axis=0) if dm.ndim == 3 else dm
    return energy, np.sum(dm*kinetic), dm, mol


def source_gradients(mol, dm, sources):
    """g_k: gradient of the mean attraction with respect to R_k."""
    result = []
    for charge, position in sources:
        with mol.with_rinv_origin(position):
            grad = mol.intor("int1e_iprinv", comp=3)
        result.append(-2*charge*np.einsum("xij,ij->x", grad, dm))
    return np.array(result)


sto3g = gto.basis.load("sto-3g", "C")
b631g = gto.basis.load("6-31g", "C")
exponents = [0.1*2.6**k for k in range(14)]
large_sp = [[l, [a, 1.0]] for l in (0, 1) for a in exponents]
large_spd = large_sp + [[2, [a, 1.0]] for a in exponents[:5]]

print("CARBON ATOM, triplet UHF")
virials = {}
for name, basis in (("STO-3G", sto3g), ("6-31G", b631g),
                    ("14s14p", large_sp)):
    e, t, _, _ = atom_hf(basis, NUCLEUS)
    virials[name] = (e, t + e)
    print(f"{name}: E {e:.6f}, T {t:.6f}, 2T+V {t+e:.6f} hartree;"
          f" -V/T {(t-e)/t:.6f}")
    if name != "14s14p":
        numeric = slope(lambda s: atom_hf(basis, NUCLEUS, scale=s)[0],
                        1.0, 2e-3)
        assert abs(numeric - (t + e)) < 1e-5
        print(f"{name}: dE/d(scale) numerical {numeric:.6f} hartree")
assert abs(virials["STO-3G"][1]) > 1e-3
assert abs(virials["14s14p"][1]) < 1e-2


def sto_slope(s):
    return slope(lambda q: atom_hf(sto3g, NUCLEUS, scale=q)[0], s, 2e-3)


best = brentq(sto_slope, 0.9, 1.1, xtol=1e-9)
e_best, t_best, _, _ = atom_hf(sto3g, NUCLEUS, scale=best)
gain = virials["STO-3G"][0] - e_best
assert abs(t_best + e_best) < 1e-5 and gain > 0
print(f"STO-3G best scale factor       {best:.6f} (no unit)")
print(f"E at best scale                {e_best:.6f} hartree")
print(f"|2T+V| at best scale           {abs(t_best+e_best):.1e} hartree")
print(f"energy lowering by scaling     {gain:.6f} hartree = {gain*EV:.4f} eV")

# ---------- Part 3: C2+ with two external point charges ----------
sources = NUCLEUS + EXTERNAL


def ion_hf(basis, **options):
    return atom_hf(basis, sources, ion=2, spin=0, **options)


e_ion, t_ion, dm, mol = ion_hf(b631g)
g = source_gradients(mol, dm, sources)


def attraction(shift):
    with mol.with_rinv_origin(EXTERNAL[0][1] + np.array([shift, 0, 0])):
        return -EXTERNAL[0][0]*np.sum(dm*mol.intor("int1e_rinv"))


assert abs(slope(attraction, 0.0, 1e-2) - g[1, 0]) < 1e-7
torques = np.array([np.cross(s[1], gk)[2] for s, gk in zip(sources, g)])
force = g.sum(axis=0)
assert np.abs(torques).max() > 1e-3 and abs(torques.sum()) < 1e-6
assert np.linalg.norm(force) > 1e-3
work = sum(s[1] @ gk for s, gk in zip(sources, g))
dilation = t_ion + e_ion + work
dilation_numeric = slope(lambda s: ion_hf(b631g, scale=s)[0], 1.0, 2e-3)
assert abs(dilation - dilation_numeric) < 1e-5


def energy_at(centre):
    return ion_hf(b631g, centre=centre)[0]


unit = np.eye(3)
for axis in (0, 1):
    numeric = slope(lambda d: energy_at(d*unit[axis]), 0.0, 1e-3)
    assert abs(numeric + force[axis]) < 1e-5

# Float the basis centre to the energy minimum, using energies only.
centre, step = np.zeros(3), 1e-3
for _ in range(4):
    for axis in (0, 1):
        e = [energy_at(centre + j*step*unit[axis]) for j in range(-2, 3)]
        first = (e[0] - 8*e[1] + 8*e[3] - e[4])/(12*step)
        second = (e[1] - 2*e[2] + e[3])/step**2
        assert second > 0
        centre = centre - first/second*unit[axis]
_, _, dm_f, mol_f = ion_hf(b631g, centre=centre)
force_float = source_gradients(mol_f, dm_f, sources).sum(axis=0)
assert np.linalg.norm(force_float) < 1e-5

_, _, dm_l, mol_l = ion_hf(large_spd)
force_large = source_gradients(mol_l, dm_l, sources).sum(axis=0)
assert np.linalg.norm(force_large) < 0.2*np.linalg.norm(force)

print("C2+ ION, RHF/6-31G, nucleus at origin, two external charges")
for number, (charge, position) in enumerate(EXTERNAL, 1):
    print(f"charge {number}: {charge:.1f} e at ({position[0]:.1f}, "
          f"{position[1]:.1f}, {position[2]:.1f}) bohr")
    print(f"z torque on electrons, charge {number}: "
          f"{torques[number]:.6f} hartree")
print(f"|total z torque|               {abs(torques.sum()):.1e} hartree")
print(f"electronic energy              {e_ion:.6f} hartree")
print(f"2T+V                           {t_ion+e_ion:.6f} hartree")
print(f"sum R_k.g_k                    {work:.6f} hartree")
print(f"2T+V+sum R_k.g_k               {dilation:.6f} hartree")
print(f"numerical dE/d(scale)          {dilation_numeric:.6f} hartree")
print(f"total force x, y               {force[0]:.6f}, {force[1]:.6f}"
      " hartree/bohr")
print(f"floated basis centre x, y      {centre[0]:.6f}, {centre[1]:.6f} bohr")
print(f"|total force|, floated basis   {np.linalg.norm(force_float):.1e}"
      " hartree/bohr")
print(f"|total force|, fixed 6-31G     {np.linalg.norm(force):.6f}"
      " hartree/bohr")
print(f"|total force|, 14s14p5d        {np.linalg.norm(force_large):.6f}"
      " hartree/bohr")
print("OK")
```

Output:

```
RING: 3 same-spin electrons, circumference 2 pi bohr
cos x potential amplitude      1.00 hartree
sin 2x potential amplitude     0.70 hartree
pair cosine amplitude          0.50 hartree
full space: k from -3 to 3 (1/bohr); HF basis: k from -2 to 2
|<[H,W]>| W and adjoint closed 8.3e-13 hartree
|<[H,W]>| only W closed        1.5146 hartree
|<[H,W]>| non-HF determinant   3.4844 hartree
force from cos x potential     -0.115247 hartree/bohr
force from sin 2x potential    0.115247 hartree/bohr
|total force|, closed basis    2.7e-13 hartree/bohr
total force, no sin 2x         0.285494 hartree/bohr
noninteracting gap, no sin 2x  1.1835 hartree
noninteracting gap, no sin x   0.1109 hartree
CARBON ATOM, triplet UHF
STO-3G: E -37.198393, T 37.924557, 2T+V 0.726164 hartree; -V/T 1.980852
STO-3G: dE/d(scale) numerical 0.726164 hartree
6-31G: E -37.677837, T 37.695893, 2T+V 0.018055 hartree; -V/T 1.999521
6-31G: dE/d(scale) numerical 0.018055 hartree
14s14p: E -37.689746, T 37.690652, 2T+V 0.000905 hartree; -V/T 1.999976
STO-3G best scale factor       0.990426 (no unit)
E at best scale                -37.201869 hartree
|2T+V| at best scale           7.5e-13 hartree
energy lowering by scaling     0.003476 hartree = 0.0946 eV
C2+ ION, RHF/6-31G, nucleus at origin, two external charges
charge 1: 1.0 e at (3.0, 0.0, 0.0) bohr
z torque on electrons, charge 1: -0.025827 hartree
charge 2: 0.5 e at (1.0, 3.0, 0.0) bohr
z torque on electrons, charge 2: 0.025827 hartree
|total z torque|               3.0e-10 hartree
electronic energy              -38.403173 hartree
2T+V                           -2.410864 hartree
sum R_k.g_k                    2.106984 hartree
2T+V+sum R_k.g_k               -0.303880 hartree
numerical dE/d(scale)          -0.303880 hartree
total force x, y               -0.391868, -0.145680 hartree/bohr
floated basis centre x, y      -0.000132, -0.000049 bohr
|total force|, floated basis   5.6e-07 hartree/bohr
|total force|, fixed 6-31G     0.418071 hartree/bohr
|total force|, 14s14p5d        0.005393 hartree/bohr
OK
```
